# The 18-electron rule and two exceptions from orbital matching

## An octahedron that can be solved by hand

Place a metal atom at the origin and six ligands on the axes \(\pm x,\pm y,\pm z\). Each ligand brings one filled orbital \(L_i\) pointing at the metal, a σ donor. The metal brings nine valence orbitals: one s, three p and five d. Which combinations of the \(L_i\) can each metal orbital couple to?

The s orbital has the same sign towards all six ligands, so it couples to their sum. The orbital \(p_z\) has opposite signs at \(+z\) and \(-z\) and vanishes in the \(xy\) plane, so it couples to \(L_{+z}-L_{-z}\); \(p_x\) and \(p_y\) behave alike. The orbitals \(d_{z^2}\) and \(d_{x^2-y^2}\) have lobes on the axes and couple to two further combinations. The orbitals \(d_{xy},d_{xz},d_{yz}\) vanish on every axis and couple to none.

Six metal orbitals therefore match six ligand combinations, and three metal orbitals are left over. Each match gives a bonding and an antibonding level. Filling the six bonding and three leftover orbitals takes \(2(6+3)=18\) electrons. In symmetry labels, the matched sets are \(a_{1g}\) (s), \(t_{1u}\) (p) and \(e_g\) (two d orbitals); the leftover set is \(t_{2g}\).

To attach energies, let the orbitals be orthonormal, and let \(\beta_s,\beta_p,\beta_d\) be the coupling of one ligand to the s, p or d orbital aimed straight at it. They are taken positive; reversing the sign of every ligand orbital reverses all couplings without changing the levels.

Other directions need an angular factor. On the unit sphere take
\[
f=1;\quad x,\,y,\,z;\quad \tfrac12(3z^2-1),\ \tfrac{\sqrt3}{2}(x^2-y^2),\ \sqrt3xy,\ \sqrt3xz,\ \sqrt3yz .
\]
Within a shell these have equal norms and are orthogonal. The d orbital aimed along a unit vector \(\mathbf n\) is
\[
\tfrac12\left[3(\mathbf n\cdot\mathbf x)^2-1\right]=\sum_{m\in d} f_m(\mathbf n)f_m(\mathbf x).
\]
To verify this, note that the last three functions give the mixed terms \(3n_xn_yxy\) and so on. For the first two, use
\[
(n_x^2-n_y^2)(x^2-y^2)=2(n_x^2x^2+n_y^2y^2)-(1-n_z^2)(1-z^2).
\]
Their sum is then \(\tfrac32(n_x^2x^2+n_y^2y^2+n_z^2z^2)-\tfrac12\), as required. For p the analogous identity is \(\mathbf n\cdot\mathbf x=\sum f_m(\mathbf n)f_m(\mathbf x)\).

A σ donor is symmetric about \(\mathbf n\), so within each shell it couples to the aimed orbital alone. The share of that orbital in \(f_m\) is \(f_m(\mathbf n)\), and the coupling is \(\beta_l f_m(\mathbf n)\).

A normalized ligand combination proportional to the factors \(f_m(\mathbf n_i)\) couples with strength \(\beta_l\sqrt{c}\), where \(c=\sum_i f_m(\mathbf n_i)^2\). For the octahedron,
\[
c_s=6,\qquad c_p=1+1=2,\qquad c_d=1+1+4\left(\tfrac12\right)^2=3 .
\]
The last sum is for \(d_{z^2}\); for \(d_{x^2-y^2}\) it is \(4\cdot\tfrac34=3\).

Let the ligand level be \(e_L\) and the matched metal level \(e_M\). The two-level equation \((e_M-E)(e_L-E)=c\beta^2\) gives
\[
E_\pm=\frac{e_M+e_L}{2}\pm\sqrt{\left(\frac{e_M-e_L}{2}\right)^2+c\beta^2}.
\]

## The general statement

Now let there be \(N\) donor orbitals, each holding two electrons. Collect the couplings in a \(9\times N\) real matrix \(V\) of rank \(r\), and the metal levels in a diagonal matrix \(D\). The one-electron Hamiltonian is
\[
H=\begin{pmatrix}D&V\\V^T&e_L\,1\end{pmatrix}.
\]
All metal levels lie above \(e_L\). Coupling among ligands and empty ligand π* orbitals are omitted for now. This is a mean-field model: electrons fill its levels in pairs.

The rank counts matched pairs. There are
\[
n_L=N-r
\]
ligand combinations without a metal partner, and \(9-r\) metal combinations without a ligand partner. The latter span the null space of \(V^T\). Choose a frontier energy \(\mu\) above the d level, separating levels to be filled from levels to be left empty. Let \(h\) be the number of unmatched metal combinations above \(\mu\), meaning the number of eigenvalues above \(\mu\) of \(D\) restricted to that null space. If the coupling is strong enough, the number of electrons that fills every level below \(\mu\) is
\[
N_e=18+2n_L-2h. \tag{1}
\]

Symmetry supplies \(r\). The coupling commutes with the symmetry operations, so it cannot connect different irreducible representations. If a representation \(\Gamma\) of dimension \(d_\Gamma\) occurs \(m_M\) times among the metal orbitals and \(m_L\) times among the donors, its coupling is one \(m_M\times m_L\) matrix repeated \(d_\Gamma\) times. Its rank is at most \(\min(m_M,m_L)\), so the sum in (2) is an upper bound on \(r\). Geometry alone can prevent it from being reached: six equal σ donors at irregular angles in one plane give 6 by this count but rank 5, because s and \(d_{z^2}\) both have constant factors in that plane. When each matrix has full rank, as in all examples treated here,
\[
r=\sum_\Gamma d_\Gamma\min(m_M,m_L). \tag{2}
\]

## First derivation: matched pairs at strong coupling

Any real matrix has a singular value decomposition. There are orthonormal metal combinations \(M_k\) and ligand combinations \(\Lambda_k\) such that \(V\) connects \(M_k\) with \(\Lambda_k\) alone, with strength \(v_k>0\), for \(k=1,\dots,r\). All other combinations are uncoupled.

Take first the coupling part of \(H\), with all level energies set to zero. In each pair,
\[
\begin{pmatrix}0&v_k\\v_k&0\end{pmatrix}
\quad\text{has eigenvalues}\quad \pm v_k .
\]
The unmatched \(9-r\) metal and \(N-r\) ligand combinations stay at zero.

Now restore the level energies, treated as small compared with every \(v_k\). They shift the paired levels by finite amounts but cannot move them across the large separation \(v_k\). Within the zero-energy space, first-order degenerate perturbation theory requires the level energies restricted to that space. The ligand part gives \(e_L\), \(N-r\) times. The metal part gives the eigenvalues of the restricted \(D\). No element joins the two parts, because the level energies do not mix metal with ligand.

The levels below \(\mu\) are therefore \(r\) bonding levels, \(N-r\) ligand nonbonding levels and \(9-r-h\) metal levels. Two electrons in each give
\[
N_e=2\left[r+(N-r)+(9-r-h)\right]=18+2(N-r)-2h ,
\]
which is equation (1). Each matched pair contributes one filled orbital, just as an unmatched low metal orbital does. This is why nine metal orbitals lead to 18 electrons, independent of \(N\), whenever the coupling is strong enough, every ligand combination has a metal partner and no unmatched metal combination lies above \(\mu\), that is \(n_L=h=0\).

## Second derivation: counting levels at finite coupling

The count can also be made without assuming large \(v_k\). The number of eigenvalues of \(H\) below \(\mu\) is the number of negative eigenvalues of \(H-\mu\). That number is the largest dimension of a subspace on which the quadratic form of \(H-\mu\) is negative, so an invertible change of variables leaves it unchanged.

Write a vector as \((a,b)\), with metal part \(a\) and ligand part \(b\), and let \(\delta=\mu-e_L>0\). The form is
\[
a^T(D-\mu)a+2a^TVb-\delta\,b^Tb .
\]
Completing the square gives
\[
-\delta\left|b-\frac{V^Ta}{\delta}\right|^2+a^T(F-\mu)a,
\qquad F=D+\frac{VV^T}{\mu-e_L}. \tag{3}
\]
Indeed, expanding the square yields \(-\delta b^Tb+2a^TVb-a^TVV^Ta/\delta\), and the last term is cancelled by the addition in \(F\). The shifted ligand variables contribute \(N\) negative directions. Hence the number of levels below \(\mu\) is
\[
N+\left(\text{number of eigenvalues of }F\text{ below }\mu\right).
\]
This is exact in the model. The added term in \(F\) is positive: filled donors push metal levels up, the effect known as the ligand field.

On the null space of \(V^T\) the push vanishes and \(F\) acts as the restricted \(D\). There, \(9-r-h\) independent directions have energy below \(\mu\), so \(F\) has at least that many eigenvalues below \(\mu\).

For equality, split the metal space into matched (1) and unmatched (2) combinations. Then
\[
F-\mu=\begin{pmatrix}K&D_{12}\\D_{21}&D_{22}-\mu\end{pmatrix},
\qquad K=D_{11}-\mu+\frac{(VV^T)_{11}}{\mu-e_L}.
\]
Suppose \(K\) is positive definite. Completing the square in the matched variables leaves
\[
D_{22}-\mu-D_{21}K^{-1}D_{12} \tag{4}
\]
for the unmatched ones. If \(h=0\), then \(D_{22}-\mu\) is negative, and subtracting a positive matrix keeps it so. There are then precisely \(9-r\) low metal levels, and (1) follows. If \(h>0\), the subtraction must also leave the \(h\) high levels above \(\mu\). This holds when the coupling is strong enough, since \(K^{-1}\to0\), or when symmetry sets \(D_{12}=0\) for the high combination. Again
\[
N_e=2\left[N+(9-r-h)\right]=18+2n_L-2h .
\]

## Numbers for the octahedron, and how the rule fails

Take round parameters in eV: \(e_L=-13\), \(e_d=-10\), \(e_s=-7\), \(e_p=-5\), \(\mu=-8.5\), with \(\beta_s=2.5\), \(\beta_p=4.5\), \(\beta_d=2.5\). They illustrate the counting and are not fitted to any compound. For \(e_g\),
\[
E_\pm=-11.5\pm\sqrt{1.5^2+3(2.5)^2}=-11.5\pm4.58,
\]
giving \(-16.08\) and \(-6.92\). The same formula gives \(-16.82\) and \(-3.18\) for \(a_{1g}\), and \(-16.52\) and \(-1.48\) for \(t_{1u}\). The \(t_{2g}\) orbitals remain at \(-10.00\). Eighteen electrons fill the levels up to \(t_{2g}\), with a gap of \(-6.92+10.00=3.08\) eV. A metal with six valence electrons and six two-electron donors has this count.

The s and p levels already lie above \(\mu\), so positivity of \(K\) is decided by \(e_g\):
\[
e_d-\mu+\frac{3\beta_d^2}{\mu-e_L}=-1.5+\frac{18.75}{4.5}=2.67>0 .
\]
If all couplings are halved, the second term falls by a factor of four and the sum is \(-1.5+1.04=-0.46\). The condition fails. The antibonding \(e_g\) pair drops below \(\mu\), where it can accept four more electrons, and the count becomes 22. The matching of orbitals is unchanged. The 18-electron rule thus needs matching and also a ligand field strong enough to make the antibonding d orbitals costly.

Empty π* orbitals at an energy \(e_A>\mu\), coupled to the metal by a matrix \(W\) and not to the donors, can be eliminated in the same way. They add no negative directions, and they add \(-WW^T/(e_A-\mu)\) to \(F\). Acceptors with π symmetry, as in CO, therefore lower the \(t_{2g}\) orbitals, which helps to keep them filled.

The tetrahedron shows that unmatched orbitals need not be pure d. Its four σ donors span \(a_1+t_2\), while the metal has \(a_1\) (s), \(t_2\) (p), \(t_2\) (d) and \(e\) (d). Thus \(r=4\), and five metal combinations are unmatched: \(e\) and one \(t_2\) mixture. For the directions \((1,1,1)/\sqrt3\), \((1,-1,-1)/\sqrt3\), \((-1,1,-1)/\sqrt3\) and \((-1,-1,1)/\sqrt3\), \(p_z\) and \(d_{xy}\) have the same factors \(\pm1/\sqrt3\), with the same signs. The uncoupled mixture is therefore proportional to \(\beta_p d_{xy}-\beta_d p_z\), with mean energy
\[
\frac{4.5^2(-10)+2.5^2(-5)}{4.5^2+2.5^2}=-8.82\ \text{eV}.
\]
This is below \(\mu\), so \(h=0\) and the count is again 18.

## Sixteen electrons in the square plane

Remove the ligands at \(\pm z\). The four remaining donors span \(a_{1g}+b_{1g}+e_u\). Their partners are a mixture of s and \(d_{z^2}\), then \(d_{x^2-y^2}\), and the pair \(p_x,p_y\). Hence \(N=r=4\) and \(n_L=0\).

Five metal combinations are unmatched. The orbitals \(d_{xy},d_{xz},d_{yz}\) vanish at all four ligands. So does \(p_z\), whose factor is \(z=0\). The fifth comes from \(a_{1g}\). The sum of the four ligands, divided by 2, couples to s with \(2\beta_s=5\) eV and to \(d_{z^2}\) with \(2\beta_d(-\tfrac12)=-2.5\) eV. The mixture \((s+2d_{z^2})/\sqrt5\) is uncoupled, since \(5-2(2.5)=0\). Its mean energy is
\[
\frac{-7+4(-10)}{5}=-9.4\ \text{eV}.
\]
The actual level is \(-9.53\) eV. A level of \(H\) lies at the energy \(E\) where (4), with \(\mu\) replaced by \(E\), vanishes, so the lowering is the last term of (4) evaluated at \(E\). The matched mixture \((2s-d_{z^2})/\sqrt5\) has \(D_{11}=-7.6\) eV, \(D_{12}=1.2\) eV and squared coupling \(5^2+2.5^2=31.25\) eV\(^2\). At \(E=-9.53\) eV this gives \(K=-7.6+9.53+31.25/3.47=10.94\) eV and a lowering of \(1.2^2/10.94=0.13\) eV.

Four of the unmatched combinations are therefore low, but \(p_z\) stays at \(-5\) eV. So \(h=1\) and
\[
N_e=18+0-2=16 .
\]
This is the closed shell of a \(d^8\) metal with four two-electron donors, \(8+4\cdot2=16\).

The missing pair should not be pictured as necessarily belonging to the lowest empty orbital. In this example that orbital is the \(b_{1g}\) antibonding level at \(-6.92\) eV, below \(p_z\). Two further electrons would weaken the σ bonds. What separates 16 from 18 is that \(p_z\) has neither a σ partner nor a low energy of its own. When the metal p levels are moved to \(-9\) eV in the model, \(p_z\) is below \(\mu\), \(h=0\), and the count returns to 18. Adding donors at \(\pm z\) also restores it, by giving \(p_z\) the partner \(L_{+z}-L_{-z}\) found in the octahedron.

## Twenty electrons in W(CO)(alkyne)3

Neutral tungsten has six valence electrons and CO donates two. An alkyne has two filled π orbitals and can donate four electrons. The total is
\[
6+2+3\cdot4=20 .
\]

Put CO on the \(z\) axis and the midpoints of the three C≡C bonds at azimuths \(0^\circ,120^\circ,240^\circ\), in tetrahedral directions. The symmetry is \(C_{3v}\). Let each C≡C bond lie in the mirror plane through its midpoint, perpendicular to the line from the metal; this is the upright orientation. One π orbital of each alkyne points at the metal and acts as a σ donor. The other, \(P_k\), is perpendicular to the mirror plane.

The CO donor is \(a_1\), and the three radial π orbitals give \(a_1+e\). For the perpendicular ones, orient the \(P_k\) in the same sense around the axis and form
\[
P=\frac{P_1+P_2+P_3}{\sqrt3}.
\]
A threefold rotation leaves \(P\) unchanged, while each mirror reverses it. This is \(a_2\); the other two combinations form \(e\).

No s, p or d orbital is \(a_2\). A function unchanged by a threefold rotation about \(z\) depends on the azimuth \(\phi\) through \(\cos m\phi\) or \(\sin m\phi\), with \(m\) a multiple of three. Up to d orbitals, \(m\le2\), so \(m=0\). The functions left are s, \(p_z\) and \(d_{z^2}\), all unchanged by the mirrors and hence \(a_1\). The first \(a_2\) function is the f orbital \(y(3x^2-y^2)\), which varies as \(\sin3\phi\).

The metal set is \(3a_1+3e\) and the donor set is \(2a_1+2e+a_2\). Equation (2) gives
\[
r=2+2\cdot2=6,\qquad N=7,\qquad n_L=1 .
\]
The unmatched metal combinations are one \(a_1\) and one \(e\) pair. To find their energies, the model also needs the coupling of a π donor. Tilting the aimed orbital from \(\mathbf n\) towards a perpendicular unit vector \(\mathbf t\) generates the π orbital of the same shell. For d,
\[
\mathbf t\cdot\nabla_{\mathbf n}\,\tfrac12\left[3(\mathbf n\cdot\mathbf x)^2-1\right]=3(\mathbf n\cdot\mathbf x)(\mathbf t\cdot\mathbf x),
\]
which is \(\sqrt3\) times a normalized d orbital. The π coupling is thus \(\beta^\pi_d\,\mathbf t\cdot\nabla f_m(\mathbf n)/\sqrt3\) for d, \(\beta^\pi_p\,\mathbf t\cdot\nabla f_m(\mathbf n)\) for p, and zero for s. With \(\beta^\pi_p=1.5\) and \(\beta^\pi_d=3.0\) eV, diagonalization gives the leftover \(e\) pair at \(-9.56\) and \(a_1\) at \(-9.19\) eV. Both are below \(\mu\). The eigenvalues of \(D\) restricted to the null space of \(V^T\), which define \(h\), are \(-9.36\) eV (twice) and \(-8.82\) eV, also below \(\mu\), so \(h=0\). The matrix \(K\) is positive definite, with lowest eigenvalue 2.24 eV. Therefore
\[
N_e=18+2\cdot1-0=20 .
\]

The value \(n_L=1\) is fixed by symmetry, but the other conditions depend on the parameters. The chosen \(\beta^\pi_d\) is large, above \(\beta_d\). If both π couplings are halved, \(K\) is no longer positive, an antibonding pair drops to \(-8.62\) eV and the count below \(\mu\) is 24. If the angle between CO and the alkyne midpoints is reduced to \(100^\circ\), the highest restricted eigenvalue rises to \(-8.34\) eV, so \(h=1\) and (1) gives 18, while the last term of (4) keeps the actual level below \(\mu\) and the count at 20.

With the parameters chosen, the ten filled orbitals are six bonding, three mainly d, and the \(a_2\) ligand orbital at \(-13.00\) eV. The next level is at \(-7.12\) eV, leaving a gap of 2.07 eV. Since the \(a_2\) orbital has no metal part, 18 of the 20 electrons occupy orbitals that involve the metal. In this sense the complex exceeds the total count of 18 without overfilling the metal's nine orbitals.

The orientation matters. Turn each C≡C bond by \(90^\circ\) about the line to the metal. The second π orbital now lies in the mirror plane, and the three give \(a_1+e\) instead of \(a_2+e\). The donors become \(3a_1+2e\), so \(r=3+4=7\), \(n_L=0\) and \(N_e=18\). With 20 electrons present, two must enter a degenerate antibonding pair at \(-7.98\) eV. The sum of occupied orbital energies is \(-274.31\) eV, against \(-276.56\) eV for the upright form. The difference of 2.25 eV, whose size depends on the chosen π couplings, favours the upright form within this model; it is not a rotation barrier, because repulsion between ligands and π* acceptors are missing.

The absence of an \(a_2\) partner is a statement about s, p and d orbitals. The numerical check, which uses explicit two-centre alkyne orbitals, finds zero overlap with all nine, but an overlap of 0.40 with a diffuse model f orbital (Gaussian exponent 0.3 bohr\(^{-2}\)). The overlap falls to 0.045 at exponent 1.0 and to 0.004 at 3.0, so a compact f shell hardly touches the \(a_2\) orbital. A metal f orbital of suitable size and energy would therefore spoil the strict nonbonding character.

## What the two derivations assume

Both use an orthonormal basis, mean-field levels filled in pairs, and a frontier \(\mu\) that lies in a real gap. Neither predicts that a complex with the right count is stable against losing a ligand or changing shape.

The first derivation assumes couplings large compared with the level spacings. In return it shows what the filled orbitals are: bonding pairs, ligand leftovers and metal leftovers. It cannot say how strong the coupling must be.

The second holds at finite coupling and supplies a sufficient condition, positive \(K\), together with the requirement on (4) when \(h>0\). It also tolerates coupling among the ligands. If \(e_L1\) is replaced by a matrix \(B\) whose eigenvalues all lie below \(\mu\), completing the square gives \(F=D+V(\mu-B)^{-1}V^T\). The null space of \(V^T\) still feels no push, so the argument carries over with \(K\) built from this \(F\). The \(a_2\) level of the tungsten complex may then move away from \(-13\) eV, but it still counts as filled. What the second derivation gives up is the picture: it returns the number of levels below \(\mu\), not their composition.

## Values computed for the example and the checks

```
levels (eV): ligand -13.0, d -10.0, s -7.0, p -5.0, frontier -8.5
sigma coupling to s, p, d (eV): 2.5 4.5 2.5
pi coupling to p, d (eV): 1.5 3.0
irreps as name:metal/ligand multiplicity
 octahedron: a1g:1/1 t1u:1/1 eg:1/1 t2g:1/0
 tetrahedron: a1:1/1 t2:2/1 e:1/0
 square plane: a1g:2/1 eu:1/1 a2u:1/0 b1g:1/1 b2g:1/0 eg:1/0
 W upright: a1:3/2 e:3/2 a2:0/1
 W turned: a1:3/3 e:3/2 a2:0/0
case: N, r, h, rule, electrons below frontier, gap (eV)
 octahedron: 6, 6, 0, 18, 18, 3.08
 tetrahedron: 4, 4, 0, 18, 18, 5.02
 square plane: 4, 4, 1, 16, 16, 2.61
 W upright: 7, 6, 0, 20, 20, 2.07
 W turned: 7, 7, 0, 18, 18, 1.29
 octahedron, half coupling: 6, 6, 0, 18, 22, 3.15
 square plane, p at -9 eV: 4, 4, 0, 18, 18, 2.08
octahedron: energy (eV) x degeneracy; s, p, d weight per orbital
  -16.82 x1; 0.28, 0.00, 0.00
  -16.52 x3; 0.00, 0.23, 0.00
  -16.08 x2; 0.00, 0.00, 0.34
  -10.00 x3; 0.00, 0.00, 1.00
   -6.92 x2; 0.00, 0.00, 0.66
   -3.18 x1; 0.72, 0.00, 0.00
   -1.48 x3; 0.00, 0.77, 0.00
square plane: energy (eV) x degeneracy; s, p, d weight per orbital
  -16.57 x1; 0.19, 0.00, 0.10
  -16.52 x2; 0.00, 0.23, 0.00
  -16.08 x1; 0.00, 0.00, 0.34
  -10.00 x3; 0.00, 0.00, 1.00
   -9.53 x1; 0.12, 0.00, 0.85
   -6.92 x1; 0.00, 0.00, 0.66
   -5.00 x1; 0.00, 1.00, 0.00
   -3.90 x1; 0.69, 0.00, 0.04
   -1.48 x2; 0.00, 0.77, 0.00
W upright: energy (eV) x degeneracy; s, p, d weight per orbital
  -16.60 x2; 0.00, 0.13, 0.15
  -16.59 x1; 0.00, 0.14, 0.14
  -15.83 x1; 0.24, 0.00, 0.00
  -15.67 x2; 0.00, 0.04, 0.26
  -13.00 x1; 0.00, 0.00, 0.00
   -9.56 x2; 0.00, 0.06, 0.90
   -9.19 x1; 0.00, 0.10, 0.83
   -7.12 x2; 0.00, 0.01, 0.67
   -4.17 x1; 0.76, 0.00, 0.00
   -2.22 x1; 0.00, 0.75, 0.03
   -2.05 x2; 0.00, 0.76, 0.02
W upright, electrons in orbitals with metal part: 18
W, 20-electron orbital sum (eV): upright -276.56, turned -274.31
W turned, levels 9, 10, 11 (eV): -9.27, -7.98, -7.98
Gaussian alkynes, upright: rank 6, in-phase 0.000, e 0.360
upright a2 combination, overlap with metal f: 0.400
Gaussian alkynes, turned: rank 7, in-phase 0.407, e 0.215
```
